\section*{When a reflection twin outgrows a diamond (100) face}

A grower who wants a smooth diamond layer on a (100) substrate may choose conditions under which the (100) face is a stable facet of the crystal. This is not enough. A small nucleus in twin orientation can rise through such a face, widen without limit and spoil the layer, although the face itself is stable. In the example worked below, one point nucleus becomes a protrusion 14 µm wide and up to 28 µm long while the layer grows by 30 µm. Under other conditions the same nucleus is buried. What separates the two outcomes is the shape parameter
\begin{equation}
\alpha=\frac{\sqrt3\,v_{100}}{v_{111}},
\end{equation}
where $v_{100}$ and $v_{111}$ are the normal growth rates of the facets. If these are the only two kinds of facet and their rates are constant, the twin outgrows the face for $\alpha<2$, and not otherwise.

\section{Model and conventions}

The growth is kinematic: every facet advances at a constant normal rate, set by its family and not by its size or surroundings. Only \{100\} and \{111\} facets are present, and parent and twin have the same rates. The parent face is flat, wide and normal to $Z$. Write
\begin{equation}
a=v_{100},\qquad b=\sqrt3\,v_{111}=\frac{3a}{\alpha}.
\end{equation}
A crystal growing freely from a point fills at time $t$ the region $tW$, where $W$ is the set
\begin{equation}
|x|,|y|,|z|\le a,\qquad |x|+|y|+|z|\le b .
\label{W}
\end{equation}
The second condition holds because a \{111\} plane at distance $v_{111}$ from the origin satisfies $(\pm x\pm y\pm z)/\sqrt3=v_{111}$. The (001) plane $z=a$ cuts a finite facet from the octahedron if $a<b$, and the octahedron truncates the cube corner $(a,a,a)$ if $b<3a$. Both families therefore persist for $1<\alpha<3$, the range assumed for the parent.

Where the crystals compete, an empty point belongs to the one that reaches it first. The twin is the mirror image of the parent in an inclined \{111\} plane. The fourfold axis of the face makes the four choices equivalent, so take (111):
\begin{equation}
R\,\mathbf x=\mathbf x-\tfrac23(x+y+z)\,(1,1,1).
\label{R}
\end{equation}
Capital letters $X,Y,Z$ are coordinates fixed in the parent; $x,y,z$ are measured along the cube axes of the twin.

\section{First derivation: the highest point of the twin}

Let the twin start at a point of the face, at $t=0$ and $Z=0$. A point $\mathbf x$ of $W$ becomes the twin point $R\mathbf x$, whose height is, from (\ref{R}),
\begin{equation}
Z=z-\tfrac23(x+y+z)=\tfrac13(-2x-2y+z).
\end{equation}
Since $W$ is unchanged when any coordinate changes sign, the greatest height reached per unit time is
\begin{equation}
h=\tfrac13\max_{W}\,(2x+2y+z),\qquad x,y,z\ge0,
\label{max}
\end{equation}
where $x,y,z$ now stand for magnitudes. There are three cases.

If $b\le2a$, that is $\alpha\ge\tfrac32$, then
\begin{equation}
2x+2y+z\le2(x+y+z)\le2b .
\end{equation}
Equality needs $z=0$ and $x+y=b$, which is possible with $x,y\le a$ because $b\le2a$.

If $2a\le b\le3a$, split the sum differently:
\begin{equation}
2x+2y+z=(x+y)+(x+y+z)\le2a+b,
\end{equation}
with equality at $x=y=a$, $z=b-2a\le a$.

If $b\ge3a$, the shape is a cube and the maximum is $5a$. Dividing by 3 and inserting $b=3a/\alpha$ gives
\begin{equation}
\frac ha=
\begin{cases}
5/3, & \alpha\le1,\\
2/3+1/\alpha, & 1\le\alpha\le3/2,\\
2/\alpha, & \alpha\ge3/2 .
\end{cases}
\label{h}
\end{equation}
The branches agree at $\alpha=1$ and at $\alpha=\tfrac32$, where $h/a=\tfrac43$. The ratio exceeds 1 on the first two branches, and on the third it exceeds 1 when $\alpha<2$.

It remains to show that the summit speed decides the competition. Suppose $h>a$, and let $\mathbf p$ be any point of the twin's unit-time shape with height $p_Z>a$. The twin can reach $t\mathbf p$ along the straight path $s\mathbf p$, $0<s<t$. At time $s$ this path is at height $sp_Z$, above the parent plane at $sa$. The parent has not arrived there, and the twin can only take space from it, not help it. The twin therefore owns every such point, and its protruding part is the full part of its free shape above the plane $Z=at$.

Suppose instead $h<a$. The twin is nowhere higher than $hs$ at time $s$, so it is never ahead of the parent plane. The parent's growth shape has a (001) top facet of finite area, so parent material next to the point nucleus closes over it. At $\alpha=2$ the summit keeps level with the face: the twin neither protrudes nor falls behind. Hence
\begin{equation}
\text{the twin outgrows the face}\iff\alpha<2 .
\label{result}
\end{equation}

\section{Second derivation: the edges of a twin roof}

Now forget the point nucleus and consider a long twin roof that already stands on the face, with its ridge along $[1\bar10]$. This direction is horizontal and perpendicular to $(1,1,1)$, so the reflection leaves it unchanged. The two sides of the roof are twin \{111\} facets. Their normals follow from (\ref{R}):
\begin{align}
\mathbf n_g&=\tfrac1{\sqrt3}R(-1,-1,1)=\tfrac1{3\sqrt3}(-1,-1,5),\\
\mathbf n_s&=\tfrac1{\sqrt3}R(-1,-1,-1)=\tfrac1{\sqrt3}(1,1,1).
\end{align}
In the first line the component sum is $-1$, so $\tfrac23$ is added to each component. The vertical components $5/(3\sqrt3)$ and $1/\sqrt3$ are the cosines of the tilts, $15.8^\circ$ for the gentle side $g$ and $54.7^\circ$ for the steep side $s$. The steep side is parallel to the twin plane.

Let $w=(X+Y)/\sqrt2$ be the horizontal coordinate across the ridge. Apart from constants fixed by the initial roof, the planes at time $t$ are
\begin{align}
-\sqrt2\,w+5Z&=3\sqrt3\,v_{111}t=3bt,\label{g}\\
\sqrt2\,w+Z&=\sqrt3\,v_{111}t=bt.\label{s}
\end{align}
The part of the roof above the level of the parent face ends where $Z=at$. Inserting this gives the velocities of its two lower edges:
\begin{equation}
\dot w_g=\frac{5a-3b}{\sqrt2},\qquad
\dot w_s=\frac{b-a}{\sqrt2}.
\label{edges}
\end{equation}
This part lies between $w_g$ and $w_s$, so its width $B$ changes at the rate
\begin{equation}
\dot B=\dot w_s-\dot w_g=\frac{4b-6a}{\sqrt2}
=3\sqrt2\left(\frac{2b}3-a\right)
=3\sqrt2\,a\left(\frac2\alpha-1\right).
\label{B}
\end{equation}
The part above the face widens if $\alpha<2$, keeps its width at $\alpha=2$, and shrinks to nothing if $\alpha>2$. In the last case the parent cannot keep up with the gentle edge: by (\ref{W}) its flat top spreads sideways at no more than $(b-a)/\sqrt2$, which is then less than $\dot w_g$. A groove stays open beside the gentle side and is filled later.

The ridge gives the same answer. Adding (\ref{g}) and (\ref{s}) removes $w$:
\begin{equation}
6Z=4bt\quad\Longrightarrow\quad \dot Z=\frac{2b}3=\frac{2}{\sqrt3}\,v_{111}.
\end{equation}
The competition at the threshold is thus between the parent's (100) rate and the rate at which two \{111\} facets lift their common edge.

If the two sides had different rates $v_g$ and $v_s$, the right-hand sides would be $3\sqrt3\,v_g t$ and $\sqrt3\,v_s t$, and the ridge would rise at
\begin{equation}
\dot Z=\frac{\sqrt3}{2}\,v_g+\frac{1}{2\sqrt3}\,v_s .
\label{weights}
\end{equation}
The gentle facet counts three times as much as the steep one.

\section{What each derivation assumes}

Both derivations need constant facet rates and a parent face that stays flat. They differ in what they must know about the twin.

The first uses the complete growth shape, including the twin's \{100\} facets, and the first-arrival rule. In return it treats a point nucleus, finds the summit for every $\alpha$, and proves that the parent cannot block the twin.

The second uses two facets only. For a point nucleus, (\ref{g}) and (\ref{s}) become upper bounds, with $\le$ in place of $=$, because the twin lies behind each of its facet planes. Their sum then gives $Z\le(2/\alpha)at$ for any $\alpha$. This proves burial for $\alpha>2$ whatever other facets the twin has, since further facets can only remove material from it, provided that the parent face itself persists beside such facets.

The converse needs more: the ridge must exist. From the first derivation, the ridge joins the points with magnitudes $(a,b-a,0)$ and $(b-a,a,0)$. Two coordinates each change by $2a-b$, so its length is
\begin{equation}
L=\sqrt2\,(2a-b)\,t .
\label{L}
\end{equation}
This is positive for $\tfrac32<\alpha<3$, an interval that contains the threshold. Below $\alpha=\tfrac32$ the end facets consume a finite ridge, the summit becomes a corner, and the middle branch of (\ref{h}) replaces the ridge speed. The twin still wins there, but the roof picture no longer gives its height.

\section{Size of the surviving twin}

For $\tfrac32\le\alpha<2$ and a point nucleus, the protrusion is $H=(h-a)t$, and (\ref{B}) gives a footprint of width $B=3\sqrt2H$. The ends are twin \{100\} facets. One has the normal $R(-1,0,0)=\tfrac13(-1,2,2)$. With $u=(X-Y)/\sqrt2$ along the ridge, its plane is
\begin{equation}
-\frac{u}{\sqrt2}+\frac{w}{3\sqrt2}+\frac{2Z}3=at .
\end{equation}
Multiply by $\sqrt2$ and go down from the ridge by $H$ while moving sideways by $\delta w$. The distance from the centre to this end becomes
\begin{equation}
-u=\frac L2+\frac{2\sqrt2}{3}H-\frac{\delta w}3 ,
\end{equation}
and the other end is its mirror image. By (\ref{g}) and (\ref{s}), $\delta w$ runs from $-5H/\sqrt2$ to $H/\sqrt2$, with mean $-\sqrt2H$. The mean length of the trapezoid is therefore
\begin{equation}
L+\frac{4\sqrt2}{3}H+\frac{2\sqrt2}{3}H=L+2\sqrt2H,
\end{equation}
and its area is
\begin{equation}
A=3\sqrt2H\,(L+2\sqrt2H)=3\sqrt2HL+12H^2 .
\label{A}
\end{equation}
No other facet cuts it. Per unit time its corners have the magnitudes $(a,2a-b,2b-3a)$ and $(a,b/3,2b/3-a)$, and those with the first two entries exchanged. Each set sums to $b$, and no entry exceeds $a$, so the corners belong to $W$.

For $\alpha>2$, a twin that already stands a height $d$ above the face has its summit at $d+ht$. The face draws level when $at=d+ht$, that is, after a layer thickness
\begin{equation}
at=\frac{d}{1-2/\alpha}.
\label{bury}
\end{equation}
This diverges at $\alpha=2$, so burial is slow just above the threshold. The layer is not yet closed at that moment. Take a long roof of the shape described above, with initial width $3\sqrt2\,d$. Until the ridge draws level, both edges of the gap in the parent face move the same way at $(b-a)/\sqrt2$, so the gap keeps this width. Then they approach each other, each at $(b-a)/\sqrt2$, and the gap in the flat face closes after a further layer thickness $3ad/(b-a)=3\alpha d/(3-\alpha)$, which diverges at $\alpha=3$. The twin itself is covered earlier, at the bottom of the groove. Measure $w$, $Z$ and the time $\tau$ from the ridge at the moment it draws level. The two parent \{111\} flanks of the groove are $\sqrt2\,w+Z=b\tau-6d$ and $-\sqrt2\,w+Z=b\tau$, so they cross at $Z=b\tau-3d$. The gentle facet $-\sqrt2\,w+5Z=3b\tau$ meets the second flank at $Z=b\tau/2$. The three planes meet when $\tau=6d/b$, after a further layer thickness $2\alpha d$, which stays finite. From then on the groove is lined by the parent alone.

\section{Worked example}

Take $v_{100}=3$ µm/h for 10 h, a layer of 30 µm. With $v_{100}$ held fixed, compare two values of $\alpha$.

For $\alpha=1.8$, $v_{111}=\sqrt3\times3/1.8=2.887$ µm/h. The summit rises at $2\times3/1.8=3.333$ µm/h, so after 10 h
\begin{equation}
H=(3.333-3)\times10=3.33\ \text{µm},\qquad
B=3\sqrt2H=14.14\ \text{µm}.
\end{equation}
Here $b=5a/3$, and (\ref{L}) gives $L=\sqrt2\times30/3=14.14$ µm. Width and ridge length are equal because $2b-3a=2a-b$ when $b=5a/3$. At this value $\dot w_g=0$ as well: the gentle edge stands still and all the widening is on the steep side. The area is $200+133=333$ µm$^2$. The footprint is longest at the gentle edge, where $\delta w=-5H/\sqrt2$ gives a length $L+3\sqrt2H=28.28$ µm.

For $\alpha=2.4$, $v_{111}=2.165$ µm/h and the summit speed is 2.5 µm/h, below that of the face. A twin standing 50 nm high is level with the face after $50/(1-0.8333)=300$ nm of growth. If it is a long roof, the parent covers it after a further 240 nm, and the groove left above it is filled, so that the face is flat again, only after a further 600 nm counted from the same moment.

The threshold was also tested by linear programming on the reflected facet planes, which gave 2.000000 for all four twin variants. A separate pixel simulation of the cross-section let both crystals grow in steps of 40 pixels of parent advance. At $\alpha=1.6$, after six steps, the twin stood 54 pixels above the face and was 249 wide; the theory gives 60 and 254.6. The missing height is a grid effect. The ridge advances 50 pixels per step but falls between pixel columns, so the highest pixel gained is in row 49, and $6\times9=54$.

At $\alpha=2.5$ a one-pixel seed did not grow. With a seed 20 pixels high, the twin's summit stood 11 pixels above the face after the first step, 2 above it after the second and 38 below it after the third, in accord with a predicted burial time of 2.5 steps. The last drop is large because the simulation gives the parent any empty pixel that both crystals can reach within one step, and does not let the twin block the parent's reach. This run therefore tests when the face draws level with the twin, not how the parent closes sideways over a wide seed.

\section{What can move the threshold}

\paragraph{Other facets.} Facets \{110\} with rate $v_{110}$ impose $x+y\le\sqrt2\,v_{110}$. Adding $x+y+z\le b$ gives $2x+2y+z\le\sqrt2\,v_{110}+b$, so by (\ref{max}) the twin is buried if
\begin{equation}
v_{110}<\frac{3a-b}{\sqrt2}.
\end{equation}
For $\alpha=1.8$ this is $0.943\,v_{100}=2.83$ µm/h. The parent face survives down to $v_{110}=a/\sqrt2$, so slow \{110\} facets can protect it even below $\alpha=2$.

Facets \{113\} cannot. They impose $3x+y+z\le c$ and $x+3y+z\le c$, with $c=\sqrt{11}\,v_{113}$. Half the sum is $2x+2y+z\le c$, which puts the twin's summit below $Z=at$ if $c<3a$. But the parent face, which contains $(0,0,a)$, itself disappears when $c<3a$. For $c\ge3a$ and $\alpha\le2$ the point $(3a/4,3a/4,0)$ is allowed, and there $2x+2y+z=3a$, so the twin at least keeps level with the face.

\paragraph{Growth at the groove.} A re-entrant groove may supply steps to a twin facet. If this multiplies the rate of the gentle facet alone by $f$, (\ref{weights}) gives a ridge speed $(2a/\alpha)(3f+1)/4$. Setting it equal to $a$ yields $f=(2\alpha-1)/3$, or 1.27 at $\alpha=2.4$. A 27\% enhancement of the gentle facet would cancel the burial. If both sides of the roof were enhanced equally, the factor needed would be only $\alpha/2$, or 1.20.

\paragraph{Miscut.} Tilt the face by $\theta$ towards [110], with normal along $(q,q,1)$ and $q=\tan\theta/\sqrt2$, and let each crystal surface move at the speed set by $W$. For $\tfrac32\le\alpha<3$ and small $q$, with a common factor $\cos\theta$ removed, the parent speed is $a+(b-a)q$. Reflection about $(1,1,1)$ turns the normal into one with magnitudes $\tfrac13(2+q,2+q,1-4q)$, so the twin speed is $b(2+q)/3$. The twin wins if
\begin{equation}
b(2+q)>3a+3(b-a)q\iff 2b(1-q)>3a(1-q),
\end{equation}
which is again $\alpha<2$. For the variant about $(-1,-1,1)$ the twin speed is $b(2-q)/3$, and the same comparison gives $b(2-4q)>3a(1-q)$, or
\begin{equation}
\alpha<\frac{2(1-2q)}{1-q}.
\end{equation}
At $3^\circ$ this is 1.923. The computed thresholds of the other two variants stay at 2. This miscut therefore suppresses one variant in a narrow window and leaves the safe condition $\alpha>2$ unchanged.

\section{Relation to real diamond growth}

Growth rates of a few µm/h and temperatures near 1100 K are rough but ordinary values for microwave-plasma homoepitaxy of diamond, and $\alpha$ is adjusted there through temperature and gas composition. The model assumes that $\alpha$ is constant, which a drift in temperature would upset. If the activation energy of $v_{100}$ exceeds that of $v_{111}$ by 0.2 eV, an assumed figure, then at 1123 K a rise of 20 K moves $\alpha$ from 1.8 to 1.87, and a rise of 60 K brings it to 2. The sign of the difference matters and must be measured for the process in use: if it is reversed, heating lowers $\alpha$, and a rise of 27 K takes it from a safe 2.1 down to 2. A 3.33 µm protrusion spans 0.067\% of an assumed 5 mm boundary layer, and so very roughly that fraction of the concentration drop across it; the estimate cannot be sharp, because the mean free path in hot hydrogen is itself about 2 to 20 µm at pressures of 200 to 40 mbar. The better gas supply at the summit of an isolated twin is then a small effect, provided the drop is not many times larger than the concentration at the surface. At a density of $3\times10^5$ cm$^{-2}$ the footprints of 333 µm$^2$ would have the same total area as the face. Neighbouring twins matter well before that: if the nuclei are placed at random, more than a third of the footprints already touch another at one tenth of this density.

As a design rule for first-order twins, $\alpha$ should lie between 2 and 3, with a margin above 2 for temperature errors and groove enhancement, and a margin below 3 because the groove left above a covered twin fills ever more slowly as that limit is approached. The rule holds for direct reflection twins of the parent, with the parent's facet rates. A twin that twins again before it is buried can be more dangerous. In the cube axes of one such second-order twin the face normal has the magnitudes $\tfrac19(1,4,8)$, so for $\tfrac32\le\alpha<3$ its summit rises at $\tfrac49(a+b)$, which exceeds $a$ when $\alpha<2.4$. Burying second-order twins as well therefore needs $\alpha>2.4$, and further twinning raises the limit again: a third-order twin whose face normal has the magnitudes $\tfrac1{27}(2,7,26)$ rises at $(19a+7b)/27$, which exceeds $a$ when $\alpha<2.625$. At fifth order the magnitudes $\tfrac1{243}(1,22,242)$ occur, and the limit is 2.87, so little of the window below 3 is then left. The design rule does not say how often twins nucleate, and it does not cover crystallites of other orientations.

\section*{Table of computed values}
\begin{verbatim}
GENERAL RESULTS (speeds in units of v100)
alpha = 1.2: twin summit speed = 1.5000
alpha = 1.5: twin summit speed = 1.3333
alpha = 1.8: twin summit speed = 1.1111
alpha = 2.0: twin summit speed = 1.0000
alpha = 2.4: twin summit speed = 0.8333
alpha = 2.8: twin summit speed = 0.7143
threshold alpha, four variants: 2.000000 2.000000 2.000000 2.000000
tilt of gentle twin facet = 15.79 deg
tilt of steep twin facet = 54.74 deg
weights of gentle, steep facet = 0.8660, 0.2887
PIXEL SIMULATION
parent advance per step = 40 pixels; steps = 6
alpha 1.6: protrusion = 54 pixels, theory 60.0
alpha 1.6: width = 249 pixels, theory 254.6
alpha 2.5: twin pixels left from one-pixel seed = 1
alpha 2.5, seed 20 pixels high: summit minus face after steps 1-3 = [11, 2, -38] pixels
alpha 2.5: predicted burial time = 2.50 steps
EXAMPLE
v100 = 3.0 um/h; time = 10 h; film = 30.0 um
temperature = 1123 K
alpha = 1.8: v111 = 2.887 um/h, summit speed = 3.333 um/h
alpha = 2.4: v111 = 2.165 um/h, summit speed = 2.500 um/h
alpha 1.8: twin protrusion = 3.33 um
alpha 1.8: ridge length = 14.14 um
alpha 1.8: footprint width = 14.14 um
alpha 1.8: footprint area = 333.3 um^2
alpha 2.4: nucleus height = 50 nm, burial film thickness = 300 nm
NEGLECTED EFFECTS
alpha 1.8: {110} facets bury twin below v110 = 0.9428 v100 = 2.828 um/h
alpha 1.8: {113} limit v113 = 0.9045 v100 = 2.714 um/h
alpha 2.4: groove enhancement that saves twin = 1.2667
miscut 3 deg to [110]: threshold alpha, four variants: 2.0000 2.0000 2.0000 1.9230
assumed activation-energy difference = 0.2 eV
alpha after +20 K = 1.866 (from 1.8)
temperature rise that brings alpha to 2 = 60.3 K
assumed gas boundary layer = 5 mm; protrusion/layer = 0.067 %
twin density at which footprints fill the face = 3.00e+05 cm^-2
\end{verbatim}
